\section*{Kinetic energy error of one-bead contraction with multiple time stepping}

\section*{The question}

A particle of mass $m$ moves in one dimension in a target potential $V$ that is expensive to evaluate. A cheap reference potential $V_r$ is available. Path-integral molecular dynamics with $P$ beads uses $V_r$ on every bead and the difference $\Delta V=V-V_r$ at the centroid alone:
\begin{equation}
H_P=\sum_{j=1}^{P}\left[\frac{p_j^2}{2m}+\frac{m\omega_P^2}{2}(q_j-q_{j+1})^2+V_r(q_j)\right]+P\,\Delta V(X),
\label{H}
\end{equation}
with $X=P^{-1}\sum_jq_j$, $q_{P+1}=q_1$ and $\omega_P=P/(\beta\hbar)$. The sampling temperature is $P/\beta$ in energy units, where $\beta$ is the physical inverse temperature. The force from $\Delta V$ is applied once per outer time step $\Delta t$; the remaining motion is propagated with shorter inner steps.

Both potentials are Morse wells with the same depth and minimum,
\begin{equation}
V(x)=D(1-e^{-ax})^2,\qquad k=V''(0)=2Da^2,
\end{equation}
and $V_r$ has $a_r$ in place of $a$. Write $k_r=2Da_r^2$, $\Delta k=k-k_r$, $\varepsilon=\Delta k/k$, $\omega=\sqrt{k/m}$ and $\omega_r=\sqrt{k_r/m}$. The main case is $\varepsilon=0.05$, a reference 5\% too soft.

Numbers are in Hartree atomic units: $m=2000$, $D=0.2$, $a=1$, $\beta=1000$ (315.8 K). These are round model parameters. They give $k=0.4000$, $k_r=0.3800$, $\hbar\omega=0.014142$ and $\beta\hbar\omega=14.142$. A Morse well has a flat plateau, so its partition function on an infinite line diverges. The coordinate is therefore confined to a finite interval around the well; the plateau weight relative to the well, of order $e^{-\beta(D-E_0)}\approx e^{-193}$ with $E_0$ the ground-state energy, is then negligible.

\section*{Part (a): forces and estimator}

\textbf{Question.} Which ring-polymer mode feels the difference force? Derive a kinetic energy estimator consistent with the distribution of Eq.~(\ref{H}). What does contraction discard?

\textbf{Answer.} Since $\partial X/\partial q_j=1/P$, the difference force on bead $j$ is
\begin{equation}
-\frac{\partial}{\partial q_j}P\Delta V(X)=-\Delta V'(X).
\end{equation}
It is equal on all beads, so it drives the centroid and has no component along any internal mode.

The kinetic energy of the model is defined by the mass derivative of its partition function at fixed potentials. This is the quantum identity $K=(m/\beta)\,\partial\ln Z/\partial m$, which follows from $m\,\partial(p^2/2m)/\partial m=-p^2/2m$. After the momenta are integrated out,
\begin{equation}
Z=\left(\frac{mP}{2\pi\beta\hbar^2}\right)^{P/2}\!\int dq_1\cdots dq_P\;e^{-\Phi},
\end{equation}
\begin{equation}
\Phi=S+\frac{\beta}{P}\sum_jV_r(q_j)+\beta\Delta V(X),\qquad
S=\frac{mP}{2\beta\hbar^2}\sum_j(q_j-q_{j+1})^2 .
\end{equation}
The prefactor contributes $P/2$ to $m\,\partial\ln Z/\partial m$, and $S\propto m$ contributes $-\langle S\rangle$. Hence
\begin{equation}
K=\frac{P}{2\beta}-\frac{\langle S\rangle}{\beta}.
\label{prim}
\end{equation}

To remove the large cancelling terms, let $u_j=q_j-X$ and scale all $u_j$ by $s$ at fixed $X$. There are $P-1$ independent deviations because $\sum_ju_j=0$. The integral does not depend on the scaling of its integration variables, so the derivative of $s^{P-1}\int e^{-\Phi(X,su)}$ vanishes at $s=1$:
\begin{equation}
P-1=2\langle S\rangle+\frac{\beta}{P}\Big\langle\sum_ju_jV_r'(q_j)\Big\rangle .
\end{equation}
The factor 2 appears because $S$ is quadratic in $u$. The difference potential is absent because $X$ is held fixed. Solving for $\langle S\rangle$ and inserting it in Eq.~(\ref{prim}) gives
\begin{equation}
K=\frac{1}{2\beta}+\frac{1}{2P}\Big\langle\sum_j(q_j-X)V_r'(q_j)\Big\rangle .
\label{K}
\end{equation}
Only reference forces are needed on the beads.

An uncontracted calculation would use the bead average of $\Delta V$, whose Taylor series is
\begin{equation}
\frac1P\sum_j\Delta V(q_j)=\Delta V(X)+\frac{\Delta V''(X)}{2P}\sum_ju_j^2+\cdots .
\label{lost}
\end{equation}
The linear term is zero. One-bead contraction keeps the first term and loses the curvature term, which would have corrected the stiffness of the internal modes. It is accurate when $\Delta V$ is nearly linear across the ring polymer. A curvature mismatch is therefore an unfavourable case for it.

\section*{Part (b): the harmonic limit}

\textbf{Question.} Replace both potentials by harmonic ones with stiffness $k$ and $k_r$. Find $K$ for $P\to\infty$ and its relative error for small $\varepsilon$. Discuss the hot and cold limits.

\textbf{Answer.} Use orthonormal normal modes $Q_l$, $l=0,\dots,P-1$, with $Q_0=\sqrt P\,X$. The springs give them the frequencies $\omega_l=2\omega_P\sin(l\pi/P)$. Because $P\Delta V(X)=\tfrac12\Delta k\,Q_0^2$, the centroid has total stiffness $k_r+\Delta k=k$, while mode $l\neq0$ has $k_r+m\omega_l^2$. At temperature $P/\beta$,
\begin{equation}
\langle X^2\rangle=\frac{\langle Q_0^2\rangle}{P}=\frac1{\beta k},\qquad
\langle Q_l^2\rangle=\frac{P}{\beta(k_r+m\omega_l^2)}\quad(l\ne0).
\end{equation}
With $V_r'(q_j)=k_rq_j$ and $\sum_ju_jq_j=\sum_ju_j^2=\sum_{l\neq0}Q_l^2$, Eq.~(\ref{K}) becomes
\begin{equation}
K=\frac1{2\beta}+\frac{1}{2\beta}\sum_{l\ne0}\frac{k_r}{k_r+m\omega_l^2}
=\frac1{2\beta}\sum_{l=0}^{P-1}\frac{\omega_r^2}{\omega_r^2+\omega_l^2}.
\label{sum}
\end{equation}
The target stiffness has dropped out: this is the kinetic energy of the reference at the same $P$.

For $P\to\infty$, $\omega_l\to2\pi|l|/(\beta\hbar)$ with $l$ running over all integers. Set $y_r=\beta\hbar\omega_r/2$. The logarithmic derivative of $\sinh y=y\prod_{l\ge1}(1+y^2/\pi^2l^2)$ is $\coth y=1/y+\sum_{l\ge1}2y/(y^2+\pi^2l^2)$. Multiplication by $y$ gives the sum needed here:
\begin{equation}
K=\frac1{2\beta}\sum_{l=-\infty}^{\infty}\frac{y_r^2}{y_r^2+\pi^2l^2}
=\frac{y_r\coth y_r}{2\beta}=\frac{\hbar\omega_r}{4}\coth\frac{\beta\hbar\omega_r}{2}.
\label{coth}
\end{equation}

For the sensitivity, differentiate $\ln(y\coth y)$ with respect to $\ln y$. The result is $1-y/(\sinh y\cosh y)=1-2y/\sinh2y$. Since $y\propto\sqrt k$, a further factor $\tfrac12$ appears, and with $k_r=k(1-\varepsilon)$
\begin{equation}
\frac{\delta K}{K}\simeq-\frac{\varepsilon}{2}\left(1-\frac{2y}{\sinh2y}\right),\qquad y=\frac{\beta\hbar\omega}{2}.
\end{equation}
In the cold limit the error is $-\varepsilon/2$. In the hot limit the bracket tends to $2y^2/3$, so the error vanishes: the classical kinetic energy $1/(2\beta)$ does not depend on the potential.

At $\beta=1000$ the slope $d\ln K/d\ln k$ is 0.500. At $\beta=100$ it is 0.135, so the same mismatch costs about $0.135\times5\%=0.7\%$. At $\beta=1000$ the full formula gives 0.0034460 for the reference and 0.0035355 for the target, and the contracted path integral reproduces the reference value. Its error relative to the target is $-2.53\%$.

\section*{Part (c): the outer time step}

\textbf{Question.} Stay in the harmonic limit, take the inner flow as exact, and put half of the thermostat at each end of the outer step. Which distribution is sampled? Where is the first instability for $\Delta k>0$, and what does contraction contribute to stability?

\textbf{Answer.} For the centroid mode $(Q_0,P_0)$ define $\varphi=\omega_r\Delta t$ and $g=\Delta k\,\Delta t/2$. A half kick changes $P_0$ by $-gQ_0$, and the inner flow is a rotation with frequency $\omega_r$. Without the thermostat, one outer step is the matrix
\begin{equation}
M=\begin{pmatrix}1&0\\-g&1\end{pmatrix}
\begin{pmatrix}\cos\varphi&\frac{\sin\varphi}{m\omega_r}\\-m\omega_r\sin\varphi&\cos\varphi\end{pmatrix}
\begin{pmatrix}1&0\\-g&1\end{pmatrix}
=\begin{pmatrix}A&B\\C&A\end{pmatrix}.
\end{equation}
Multiplication gives
\begin{equation}
\begin{aligned}
A&=\cos\varphi-\frac{g\sin\varphi}{m\omega_r},\qquad B=\frac{\sin\varphi}{m\omega_r},\\
C&=-m\omega_r\sin\varphi-2g\cos\varphi+\frac{g^2\sin\varphi}{m\omega_r}.
\end{aligned}
\end{equation}
Each factor has unit determinant, so $A^2-BC=1$.

Try a Gaussian with uncorrelated variances $s_Q$ and $s_p$. Its position variance is preserved if $A^2s_Q+B^2s_p=s_Q$. Using $A^2-1=BC$, this is $Cs_Q+Bs_p=0$. The conditions for the momentum variance and the correlation reduce to the same equation. The thermostat rescales the momentum and adds noise such that $s_p=mP/\beta$ is preserved; it leaves positions alone. The combined step therefore has a stationary Gaussian with $s_Q=P/(\beta k_{\rm eff})$, where
\begin{equation}
k_{\rm eff}=-\frac{C}{mB}=k_r+\Delta k\,\varphi\cot\varphi-\frac{\Delta k^2\Delta t^2}{4m}.
\label{keff}
\end{equation}
For small steps $\varphi\cot\varphi\simeq1-\varphi^2/3$, and $k_{\rm eff}\to k$ as it should. At $\omega\Delta t=0.4$ the ratio $k_{\rm eff}/k$ is 0.9973; at 1.5 it is 0.9566.

The internal modes receive no kick, and the exact inner flow preserves their distribution. Equation~(\ref{sum}) depends on those modes alone, so in this limit $K$ does not depend on the outer step as long as the step is stable. Isolated steps equal to a whole number of half-periods of an internal mode must be avoided: the flow then returns that mode's position to itself, up to sign, and the thermostat cannot equilibrate it. Below the first instability, shortening $\Delta t$ improves the centroid distribution, but it cannot repair the kinetic energy.

The step is unstable when $|A|>1$. With $g/(m\omega_r)=\Delta k\,\varphi/(2k_r)$ and half-angle formulas,
\begin{equation}
1+A=2\cos\frac\varphi2\left[\cos\frac\varphi2-\frac{\Delta k\,\varphi}{2k_r}\sin\frac\varphi2\right].
\end{equation}
For $0<\varphi<\pi$ and $\Delta k>0$, $A<1$, so instability needs a negative bracket. As $\varphi$ grows, $\cot(\varphi/2)$ falls and $\Delta k\,\varphi/(2k_r)$ rises. They cross once, and the unstable window runs from
\begin{equation}
\cot\frac\varphi2=\frac{\Delta k\,\varphi}{2k_r}
\end{equation}
to $\varphi=\pi$. Here it opens at $\varphi=2.985$, or $\Delta t=216.5$ (5.24 fs).

If $\Delta V$ acted on every bead, each internal mode would obey the same algebra with $\omega_r$ replaced by $\Omega_l=(\omega_r^2+\omega_l^2)^{1/2}$ and $k_r$ by $m\Omega_l^2$. The first window would then lie just below $\Delta t=\pi/\Omega_{\max}$. For 32 beads, a step of 47.93 (1.16 fs) inside this window multiplies the unstable amplitude by 1.00367 per step, an $e$-fold growth in about $1/0.00366\approx270$ steps without a thermostat. The contracted scheme has growth factor 1.00000 at the same step. The windows are narrow, so not every longer uncontracted step is unstable, but contraction removes all the internal ones. This is the stability benefit of combining the two methods. It is proved here for harmonic forces; in a Morse well the centroid and internal modes are coupled, and the stability limit need not carry over unchanged.

\section*{Part (d): a cold Morse oscillator}

\textbf{Question.} Find the ground-state kinetic energy of a Morse oscillator. Then estimate, to leading order in anharmonicity and mismatch, how the centroid correction changes the kinetic energy of the reference.

\textbf{Answer.} Try $\psi'=-(\sqrt{2m}/\hbar)W\psi$ with $W=w-\sqrt D\,e^{-ax}$. Differentiating once more and inserting in the Schr\"odinger equation gives
\begin{equation}
V-E_0=W^2-\frac{\hbar}{\sqrt{2m}}W' .
\end{equation}
The $e^{-2ax}$ terms agree. The $e^{-ax}$ terms require $2D=2w\sqrt D+\hbar a\sqrt D/\sqrt{2m}$, so $w=\sqrt D-\hbar a/(2\sqrt{2m})$. The constants give $E_0=D-w^2$, or
\begin{equation}
E_0=\frac{\hbar\omega}{2}-\frac{\hbar^2a^2}{8m},\qquad \omega=a\sqrt{\frac{2D}{m}} .
\end{equation}
For $w>0$ the function is normalizable and has no node, so it is the ground state. When cold, $\ln Z\to-\beta E_0$ and $K_0=-m\,\partial E_0/\partial m$. The two terms scale as $m^{-1/2}$ and $m^{-1}$, hence
\begin{equation}
K_0(a)=\frac{\hbar\omega}{4}-\frac{\hbar^2a^2}{8m}.
\end{equation}
For the target this is $0.0035355-0.0000625=0.0034730$. For the reference, with $a_r=0.974679$, it is 0.0033866, which is 2.49\% lower.

Now add $\Delta V(X)$. At low temperature the centroid fluctuates little, and to leading order $\Delta V$ supplies a constant force. The expansion $V_r\simeq\tfrac12k_rx^2-\tfrac12k_ra_rx^3$ gives $V_r'\simeq k_rx-\tfrac32k_ra_rx^2$. The mean force in a stationary state is zero, so the mean position is
\begin{equation}
x_0\simeq\tfrac32a\sigma^2,\qquad\sigma^2=\frac{\hbar}{2m\omega},
\end{equation}
where $a_r$ has been replaced by $a$ at this order. The extra force is $-\Delta V'(x_0)\simeq-\Delta k\,x_0$, which displaces the particle by $\delta x\simeq-\varepsilon x_0$. The local curvature $k_r(1-3a_rx)$ therefore rises by the fraction $3a\varepsilon x_0$. Since the cold kinetic energy scales as the square root of curvature,
\begin{equation}
\frac{K_c-K_0(a_r)}{K_0(a_r)}\simeq\frac32a\varepsilon x_0=\frac94a^2\sigma^2\varepsilon .
\label{gain}
\end{equation}
The subscript $c$ denotes the contracted model. Compared with the harmonic deficit $\varepsilon/2$, the repaired fraction is of order $\tfrac92a^2\sigma^2$, small for a nearly harmonic ground state.

With $\sigma^2=0.01768$, Eq.~(\ref{gain}) gives $2.25\times0.01768\times0.05=0.20\%$. The predicted error relative to the target is thus
\begin{equation}
\frac{0.0033866\times1.00199}{0.0034730}-1\simeq-2.29\%.
\end{equation}

\section*{Part (e): measuring the Morse error}

\textbf{Question.} Describe a noise-free calculation of the contracted average and compare it with trajectories. Interpret the errors. What happens if target forces are inserted in Eq.~(\ref{K})?

\textbf{Answer.} The centroid couples all beads, but a Fourier variable separates them:
\begin{equation}
\delta\Big(X-\frac1P\sum_jq_j\Big)=\int\frac{d\lambda}{2\pi}\,e^{-i\lambda X}\prod_je^{i\lambda q_j/P}.
\end{equation}
For each $\lambda$, the bead integrals form the trace of the $P$th power of one matrix on a coordinate grid. Its diagonal gives the density of one bead, and the inverse transform gives the joint density of $X$ and that bead. Weighting by $e^{-\beta\Delta V(X)}$ yields the contracted ensemble. The leading $P^{-2}$ error is removed by combining 64 and 128 beads as $(4K_{128}-K_{64})/3$.

In this many-bead limit $K$ is 0.0034730 for the target and 0.0033924 for the contracted model:
\begin{equation}
\frac{0.0033924-0.0034730}{0.0034730}=-2.32\%,
\end{equation}
or $-2.19$ meV. The reference alone has $-2.49\%$, so the centroid correction repairs 6.7\% of its error. The gain in $K$ is 0.17\%, against the estimate of 0.20\%. The estimate omits higher anharmonic terms and the thermal centroid variance, roughly $1/(\beta k)=0.0025$, which is not negligible beside $\sigma^2$; their separate effects were not resolved. A reference 5\% too stiff gives an error of $+2.24\%$.

The mean position behaves differently. It is 0.02686 for the target and 0.02685 for the reference. They nearly agree because, at fixed $D$, $\sigma^2\propto1/a$, which leaves $\tfrac32a\sigma^2$ unchanged. Contraction shifts the mean to 0.02562, an error of $-4.6\%$ relative to the target. The shift of $-0.00124$ is close to the estimate $-\varepsilon x_0=-0.00133$. Here the centroid correction worsens an observable that the reference already had nearly right.

The trajectory calculation has 32 beads, an inner step of 3.54 and eight inner steps per outer step, so $\Delta t=28.28$ (0.684 fs). Its inner flow is not exact: reference forces are applied as kicks between exact free-ring motions. Equation~(\ref{keff}), with inner stiffness $m\omega_l^2$ and kicked stiffness $k_r$, shows that for small inner steps $\delta t$ the internal stiffness is lowered by a fraction
\begin{equation}
\frac{\omega_r^2\delta t^2(\omega_l^2/3+\omega_r^2/4)}{\omega_l^2+\omega_r^2}<\frac{(\omega_r\delta t)^2}{3}\simeq0.08\%.
\end{equation}
This harmonic estimate sets the scale of the inner-step bias.

The trajectories give $K=0.0033129\pm0.0000031$ (one standard error). The noise-free 32-bead values are 0.0033137 for the contracted model and 0.0033887 for the target. The measured error is therefore $-2.24\pm0.09\%$, in agreement with the noise-free $-2.21\%$. Both are relative to the 32-bead target. That target lies 2.4\% below its many-bead limit, so comparing the trajectories with 0.0034730 would give $-4.6\%$ and mix bead discretization with contraction.

Finally, replacing $V_r'$ by $V'$ in Eq.~(\ref{K}) breaks the scaling identity, because the beads were not sampled with $V$. In the harmonic case the deviation term is multiplied by $k/k_r$:
\begin{equation}
K_{\rm mix}=\frac1{2\beta}+\frac{k}{k_r}\left(K_c-\frac1{2\beta}\right).
\end{equation}
Numerically this is $0.0005+0.0029460/0.95=0.0036011$, an error of $+1.9\%$. In the Morse case the computed error is $+2.12\%$. The sign has reversed and the size is similar, so at this temperature the extra target evaluations bring little gain. The hot harmonic limit is different: the deviation term of $K_c$ is then $y_r^2/(6\beta)$ to leading order, which is proportional to $k_r$, and the factor $k/k_r$ restores its target value. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
mass 2000 m_e, depth 0.2 Eh, a 1.0 1/bohr
beta 1000 1/Eh, temperature 315.8 K
target curvature 0.4000 Eh/bohr^2
soft reference curvature 0.3800 Eh/bohr^2
soft reference a 0.974679 1/bohr
target frequency 0.014142 Eh, beta*hbar*omega 14.142
-- harmonic limit, many beads
K target formula 0.0035355 Eh
K reference formula 0.0034460 Eh
K contracted, computed 0.0034460 Eh, error -2.533 %
dlnK/dlnk at beta=1000: 0.49999
dlnK/dlnk at beta=100: 0.13458
-- Morse, many beads
K target 0.0034730 Eh, ground formula 0.0034730 Eh
K reference 0.0033866 Eh, ground formula 0.0033866 Eh
K contracted, soft reference 0.0033924 Eh
K contracted, stiff reference 0.0035508 Eh
error of reference alone -2.487 %
error contracted, soft -2.321 %
same error -2.194 meV
error contracted, stiff 2.240 %
error from low-temperature formula, soft -2.294 %
error with target bead forces in estimator 2.118 %
sigma^2 0.017678 bohr^2, x0 estimate 0.026517 bohr
gain over reference 0.1704 %, estimate 0.1989 %
share of reference error repaired 6.68 %
mean position target 0.026860 bohr
mean position reference 0.026852 bohr
mean position contracted 0.025616 bohr
centroid shift -0.001235 bohr, estimate -0.001326 bohr
-- 32 beads
K target 0.0033887 Eh, contracted 0.0033137 Eh
contracted K from mass derivative 0.0033137 Eh
noise-free error -2.212 %
trajectory K 0.0033129 Eh, standard error 0.0000031 Eh
trajectory error -2.235 % +- 0.091 %
inner step 3.5355 a.u., outer step 28.2843 a.u.
outer step 0.6842 fs, inner steps per outer 8
replicas 1000, outer steps 560, discarded 60
-- harmonic outer-step analysis, 32 beads
k_eff/k at omega*step=0.4: 0.997341
k_eff/k at omega*step=1.5: 0.956577
contracted: first unstable phase 2.98482 rad
contracted: first unstable step 216.54 a.u. = 5.238 fs
uncontracted: resonant step tested 47.93 a.u. = 1.159 fs
growth per step there: uncontracted 1.003667
growth per step there: contracted 1.000000
\end{verbatim}
